# Gordon's formula for hydrogen radial dipole integrals and the 4p lifetime, part 1

(Sections cited here and not found follow in the second part.)

Q: I want the radial dipole integral between two bound states of hydrogen, $nl$ and $n',l-1$. Each radial function is a polynomial times an exponential, so I can multiply out and integrate term by term, which gives a double sum. I am told that the double sum collapses to a difference of two terminating hypergeometric functions of the single variable $-4nn'/(n-n')^2$. I do not see why two, nor where that variable comes from, and it is infinite for $n=n'$. What exactly is being computed?

A: One electron moves without relativity or spin in the field of a fixed point nucleus of charge $Z=1$. In Hartree atomic units the function $u_{nl}(r)=rR_{nl}(r)$ obeys

$$-\tfrac12 u''+\frac{l(l+1)}{2r^2}u-\frac{1}{r}u=Eu, \tag{1}$$

it is normalised by $\int_0^\infty u^2\,dr=1$, and its sign is fixed by making it positive just outside $r=0$. The quantity wanted is

$$R=\int_0^\infty u_{nl}(r)\,r\,u_{n',l-1}(r)\,dr ,\qquad l\ge1,\quad n\ge l+1,\quad n'\ge l. \tag{2}$$

The unprimed label always belongs to the state with the larger angular momentum, whether it lies higher or lower in energy. The two states have $p=n-l-1$ and $q=n'-l$ radial nodes. Your objection about $n=n'$ is correct, and that case will need a separate calculation.

Q: Start from the wavefunctions, in whatever form you intend to use, and show me that the form is right.

A: I solve a slightly more general equation, since it is needed twice. Take an angular momentum $L\ge0$, a charge $\zeta$ and a decay constant $\kappa>0$:

$$u''=\left[\frac{L(L+1)}{r^2}-\frac{2\zeta}{r}+\kappa^2\right]u. \tag{3}$$

Equation (1) is the case $L=l$, $\zeta=1$, $E=-\kappa^2/2$. Put $u=f\,g$ with $f=r^{L+1}e^{-\kappa r}$. Then $f'/f=(L+1)/r-\kappa$, and $f''/f=(f'/f)'+(f'/f)^2=L(L+1)/r^2-2\kappa(L+1)/r+\kappa^2$. Inserting $u''=f''g+2f'g'+fg''$ into (3), dividing by $f$ and multiplying by $r$ leaves

$$r g''+(2L+2-2\kappa r)g'+\big[2\zeta-2\kappa(L+1)\big]g=0 .$$

With $g=\sum_j a_jr^j$ the coefficient of $r^j$ is $(j+1)j\,a_{j+1}+(2L+2)(j+1)a_{j+1}-2\kappa j a_j+[2\zeta-2\kappa(L+1)]a_j$, and it must vanish:

$$a_{j+1}=\frac{2\kappa(j+L+1)-2\zeta}{(j+1)(j+2L+2)}\,a_j . \tag{4}$$

The second solution of (3) behaves as $r^{-L}$ at the origin. It is not normalisable for $L\ge1$, and for $L=0$ it gives $R\propto1/r$, whose Laplacian contains a delta function that the Schrödinger equation does not have, so it is rejected. If the series (4) does not stop, then for any $\beta<2\kappa$ the ratio $a_{j+1}/a_j$ exceeds $\beta/(j+1)$ from some $j$ onward, the coefficients keep one sign from there, and $|g|$ grows at least as $e^{\beta r}$. Choosing $\beta>\kappa$ shows that $u$ is not normalisable. So the series must stop at some degree $m$, which requires

$$\zeta=\kappa\,(m+L+1). \tag{5}$$

Then the numerator in (4) is $2\kappa(j-m)$. Define the rising factorial $(a)_j=a(a+1)\cdots(a+j-1)$, $(a)_0=1$, and the Kummer polynomial

$$M(-m,c,x)=\sum_{j=0}^{m}\frac{(-m)_j}{(c)_j}\frac{x^j}{j!}.$$

The ratio of its successive coefficients is $(j-m)/[(c+j)(j+1)]$, so (4) with $a_0=1$ gives $g=M(-m,2L+2,2\kappa r)$. For $\zeta=1$, (5) says $\kappa=1/n$ with $n=m+L+1$, hence $E=-1/2n^2$ and

$$u_{nl}=A_{nl}\,r^{l+1}e^{-r/n}M(-p,2l+2,kr),\qquad u_{n',l-1}=A_{n',l-1}\,r^{l}e^{-r/n'}M(-q,2l,k'r), \tag{6}$$

with $k=2/n$ and $k'=2/n'$. Since $M=1$ at the origin, the sign convention means $A>0$. The value of $A$ will come out of an integral that is needed anyway.

Q: In (2) the two polynomials have different second parameters, $2l+2$ and $2l$, and different scales, $k$ and $k'$. That looks like the worst possible combination.

A: Different scales do no harm. The different parameters must be removed, and a relation between neighbouring Kummer polynomials does it:

$$x\,M(-m,c+1,x)=c\,\big[M(-m,c,x)-M(-m-1,c,x)\big]. \tag{7}$$

To prove it compare the coefficients of $x^j$. For $j=0$ both sides vanish. For $j\ge1$ write $(-m)_j=(-m)_{j-1}(j-1-m)$ by splitting off the last factor, and $(-m-1)_j=(-m-1)(-m)_{j-1}$ by splitting off the first. Their difference is $(-m)_{j-1}[(j-1-m)+(m+1)]=j\,(-m)_{j-1}$. The right side of (7) therefore has the coefficient $c\,j\,(-m)_{j-1}/[(c)_j\,j!]$. Since $(c)_j=c\,(c+1)_{j-1}$, this is $(-m)_{j-1}/[(c+1)_{j-1}(j-1)!]$, which is the coefficient of $x^{j-1}$ in $M(-m,c+1,x)$ and so of $x^j$ on the left.

Apply (7) first with $c+1$ in place of $c$, and then to each of the two terms that result. Writing $M_m$ for $M(-m,c,x)$,

$$x^2M(-p,c+2,x)=(c+1)\,x\big[M(-p,c+1,x)-M(-p-1,c+1,x)\big]=c(c+1)\big[M_p-2M_{p+1}+M_{p+2}\big].$$

From now on $c=2l$. The product $r\,u_{nl}$ contains $r^{l+2}=r^l\,(kr)^2/k^2$, and $1/k^2=n^2/4$. The two powers of $kr$ are exactly what the double use of (7) consumes:

$$r\,u_{nl}=A_{nl}\,\frac{n^2}{4}\,c(c+1)\,\big[\chi_p-2\chi_{p+1}+\chi_{p+2}\big],\qquad \chi_m(r)=r^le^{-r/n}M(-m,2l,kr). \tag{8}$$

With the overlaps $S_m=\int_0^\infty u_{n',l-1}\chi_m\,dr$ the integral becomes

$$R=A_{nl}\,\frac{n^2}{4}\,c(c+1)\,\big[S_p-2S_{p+1}+S_{p+2}\big]. \tag{9}$$

Q: That is three terms, and you owe me two.

A: Look at what the $\chi_m$ are. Each has the form found above with $L=l-1$, $\kappa=1/n$ and degree $m$, so by (5) it solves (3) with the charge

$$\zeta_m=\frac{m+l}{n}.$$

All three share the energy $-1/2n^2$ and the angular momentum $l-1$, and they differ in the strength of the Coulomb potential. Functions of this kind are called Coulomb Sturmians. For $m=p,\,p+1,\,p+2$ one has $m+l=n-1,\,n,\,n+1$. The middle one has $\zeta=1$, so it is the hydrogen state $u_{n,l-1}$ up to a constant. For $n\ne n'$ it is an eigenfunction of the same radial Hamiltonian as $u_{n',l-1}$ with a different energy, the two are orthogonal, and $S_{p+1}=0$. This rests on the degeneracy of the pure Coulomb problem: a state of angular momentum $l-1$ exists at exactly the energy of $nl$.

Q: Very well, two terms. But $S_m$ has the integrand $r^{2l}$ times the two polynomials, and the natural weight for Kummer polynomials of parameter $c=2l$ is $r^{c-1}$. You have one power of $r$ too many.

A: The argument that gives orthogonality also removes that power. Write $v=u_{n',l-1}$ and $U=l(l-1)/2r^2$. The two equations are

$$-\tfrac12\chi_m''+U\chi_m-\frac{\zeta_m}{r}\chi_m=-\frac{1}{2n^2}\chi_m,\qquad -\tfrac12v''+Uv-\frac1r v=-\frac{1}{2n'^2}v .$$

Multiply the first by $v$, the second by $\chi_m$, and subtract. The centrifugal terms cancel because the angular momentum is the same, which was the purpose of (8):

$$-\tfrac12\,\big(v\chi_m'-\chi_mv'\big)'+\frac{1-\zeta_m}{r}\,v\chi_m=-\left(\frac1{2n^2}-\frac1{2n'^2}\right)v\chi_m .$$

Integrate from $0$ to $\infty$. At infinity the bracket $v\chi_m'-\chi_mv'$ vanishes exponentially. Near the origin $v=r^la(r)$ and $\chi_m=r^lb(r)$ with smooth $a,b$; the terms from differentiating $r^l$ cancel and the bracket equals $r^{2l}(ab'-a'b)$, which vanishes at $r=0$ since $l\ge1$. With

$$T_m=\int_0^\infty \frac{v\,\chi_m}{r}\,dr,\qquad \Delta=\frac1{2n^2}-\frac1{2n'^2}=-\frac{n^2-n'^2}{2n^2n'^2},$$

the result is $(1-\zeta_m)T_m=-\Delta S_m$, or

$$\Delta\,S_m=\frac{m+l-n}{n}\,T_m . \tag{10}$$

The factor $m+l-n$ is $-1,0,+1$ for the three terms of (9). For $n\neq n'$ we may divide by $\Delta$. Then $S_p=-T_p/(n\Delta)$, $S_{p+1}=0$, $S_{p+2}=+T_{p+2}/(n\Delta)$, and $-1/(n\Delta)=2nn'^2/(n^2-n'^2)$, so

$$S_p-2S_{p+1}+S_{p+2}=\frac{2nn'^2}{n^2-n'^2}\,\big(T_p-T_{p+2}\big). \tag{11}$$

The sum of two overlaps has become a difference of two matrix elements of $1/r$, whose integrands carry $r^{2l-1}=r^{c-1}$. This step too is special to the Coulomb potential. If $v$ obeyed the equation with a potential $V(r)$ not of Coulomb form, the subtraction would leave $\int v\chi_m(-V-\zeta_m/r)\,dr$, whose integrand is no longer a constant times that of $T_m$.

Q: So everything hangs on one integral with two scales.

A: Yes. From (6) and (8), $T_m=A_{n',l-1}J(m,q)$ with

$$J(m,q)=\int_0^\infty r^{c-1}e^{-\lambda r}M(-m,c,kr)\,M(-q,c,k'r)\,dr,\qquad \lambda=\frac{k+k'}{2}=\frac1n+\frac1{n'} . \tag{12}$$

I compute all $J(m,q)$ at once with a generating function. The binomial series $(1-y)^{-a}=\sum_i(a)_iy^i/i!$, valid for $|y|<1$, follows from Taylor's theorem, because the $i$-th derivative at $y=0$ is $(a)_i$. Consider $G(s,x)=(1-s)^{-c}\exp[-xs/(1-s)]$. Expand the exponential and then each power of $1-s$:

$$G(s,x)=\sum_{j}\frac{(-x)^js^j}{j!}(1-s)^{-c-j}=\sum_{j}\sum_i\frac{(-x)^j}{j!}\frac{(c+j)_i}{i!}\,s^{i+j}.$$

The coefficient of $s^m$ has $i=m-j$. Two identities put it in shape, and both are used again below:

$$(c+j)_{m-j}=\frac{(c)_m}{(c)_j},\qquad \frac1{(m-j)!}=\frac{(-1)^j(-m)_j}{m!}. \tag{13}$$

The first splits the product $c\cdots(c+m-1)$ after $j$ factors. The second holds because $(-m)_j=(-1)^j\,m(m-1)\cdots(m-j+1)=(-1)^jm!/(m-j)!$. The sign $(-1)^j$ cancels the sign in $(-x)^j$, and

$$G(s,x)=\sum_{m=0}^\infty\frac{(c)_m}{m!}\,M(-m,c,x)\,s^m . \tag{14}$$

The coefficients are the generalised Laguerre polynomials $L_m^{c-1}(x)$. Now replace both polynomials in (12) by generating functions. The integrand is a power times a single exponential $e^{-\mu r}$, with $\mu=\lambda+ks/(1-s)+k't/(1-t)$, and $\int_0^\infty r^{c-1}e^{-\mu r}dr=\Gamma(c)\mu^{-c}$ when the real part of $\mu$ is positive. Therefore

$$\sum_{m,q}\frac{(c)_m(c)_q}{m!\,q!}J(m,q)\,s^mt^q=\Gamma(c)\,D^{-c},\qquad D=(1-s)(1-t)\,\mu . \tag{15}$$

Q: You exchanged an infinite sum with an integral over a half-line, and the polynomials grow with $r$. Why is that allowed?

A: Take complex $s,t$ with $|s|,|t|\le\frac14$. Then $|s/(1-s)|\le\frac13$ and likewise for $t$, so the real part of $\mu$ is at least $\lambda-(k+k')/3=\lambda/3>0$. The integrand is bounded in modulus by a constant times $r^{c-1}e^{-\lambda r/3}$, uniformly in $s$ and $t$. The coefficient of $s^mt^q$ is a pair of Cauchy integrals over the circles $|s|=|t|=\frac14$, and the uniform bound makes the combined integral absolutely convergent, so the contour integrals may be done before or after the integral over $r$. Done first, they give the left side of (15) by (14). Done last, they give the Taylor coefficient of the right side.

Q: Accepted. I still see no $-4nn'/(n-n')^2$.

A: Multiply out $D$:

$$D=\lambda(1-s)(1-t)+ks(1-t)+k't(1-s)=\lambda+(k-\lambda)s+(k'-\lambda)t+(\lambda-k-k')st .$$

Since $k-\lambda=(k-k')/2$, $k'-\lambda=-(k-k')/2$ and $\lambda-k-k'=-\lambda$, with $\xi=(k-k')/(k+k')$ this is $D=\lambda[1+\xi s-\xi t-st]$. The product $(1+\xi s)(1-\xi t)$ equals $1+\xi s-\xi t-\xi^2st$, so

$$D=\lambda\big[(1+\xi s)(1-\xi t)-(1-\xi^2)\,st\big]. \tag{16}$$

The variables $s$ and $t$ are coupled through one term only, and for that reason the coefficient is a single sum. Pull out the product and use the binomial series in $y=(1-\xi^2)st/[(1+\xi s)(1-\xi t)]$, which is small for small $s,t$:

$$D^{-c}=\lambda^{-c}\sum_j\frac{(c)_j}{j!}(1-\xi^2)^j(st)^j\,(1+\xi s)^{-c-j}(1-\xi t)^{-c-j}.$$

For the coefficient of $s^mt^q$ we need the power $s^{m-j}$ from $(1+\xi s)^{-c-j}$, which comes with $(c+j)_{m-j}(-\xi)^{m-j}/(m-j)!$, and the power $t^{q-j}$ from $(1-\xi t)^{-c-j}$, which comes with $(c+j)_{q-j}\,\xi^{q-j}/(q-j)!$. The index $j$ runs from $0$ to $\min(m,q)$. Apply (13) to both. The two signs $(-1)^j$ from the factorials cancel each other. One of the two factors $1/(c)_j$ cancels against $(c)_j$ from the binomial series. For $\xi\ne0$ the powers of $\xi$ give $(-\xi)^{m-j}\xi^{q-j}=(-1)^m\xi^{m+q}\,(-1)^j\xi^{-2j}$. The coefficient is

$$\lambda^{-c}\,\frac{(c)_m(c)_q}{m!\,q!}\,(-1)^m\xi^{m+q}\sum_{j}\frac{(-m)_j(-q)_j}{(c)_j\,j!}\left[-\frac{1-\xi^2}{\xi^2}\right]^j .$$

The sum is by definition the Gauss hypergeometric function $F(a,b;c;z)=\sum_j(a)_j(b)_jz^j/[(c)_jj!]$ with $a=-m$, $b=-q$. It is a polynomial of degree $\min(m,q)$, so no question of convergence arises however large $|z|$ is. For our scales $\xi=(1/n-1/n')/(1/n+1/n')=(n'-n)/(n+n')$. Define

$$\eta=\frac{n-n'}{n+n'}=-\xi,\qquad z=-\frac{1-\eta^2}{\eta^2}=-\frac{(n+n')^2-(n-n')^2}{(n-n')^2}=-\frac{4nn'}{(n-n')^2}.$$

There is the variable. For the sign, $(-1)^m\xi^{m+q}=(-1)^{2m+q}\eta^{m+q}=(-1)^q\eta^{m+q}$. Comparing with (15), the factor $(c)_m(c)_q/(m!\,q!)$ drops out:

$$J(m,q)=\Gamma(c)\,\lambda^{-c}\,(-1)^q\,\eta^{m+q}\,F(-m,-q;c;z). \tag{17}$$

For $m=q=0$ this is $\Gamma(c)\lambda^{-c}$, which is (12) with both polynomials equal to one.

Q: You deferred the normalisation constants.

A: They come from the same generating integral with one more power of $r$. Now $\int_0^\infty r^ce^{-\mu r}dr=\Gamma(c+1)\mu^{-c-1}$, and $[(1-s)(1-t)]^{-c}\mu^{-c-1}=(1-s)(1-t)D^{-c-1}$. Only equal scales are needed. Set $k=k'=1$, so that $\lambda=1$, $\xi=0$, $D=1-st$, and define $K(m,q)=\int_0^\infty x^ce^{-x}M_mM_q\,dx$ for any $c>0$. Then

$$\sum_{m,q}\frac{(c)_m(c)_q}{m!\,q!}K(m,q)s^mt^q=\Gamma(c+1)\,(1-s-t+st)\sum_j\frac{(c+1)_j}{j!}(st)^j .$$

Only $m=q$ and $m=q\pm1$ occur on the right, so $K$ vanishes when $|m-q|\ge2$. Let $h=\Gamma(c)\,q!/(c)_q$, and use $\Gamma(c+1)(c+1)_{j}=\Gamma(c)\,c\,(c+1)_j=\Gamma(c)(c)_{j+1}$.

For $m=q\ge1$ the terms $1$ and $st$ contribute $(c+1)_q/q!+(c+1)_{q-1}/(q-1)!=(c+1)_{q-1}\,[(c+q)+q]/q!$. Multiplied by $\Gamma(c+1)$ this is $\Gamma(c)(c)_q(2q+c)/q!$. Dividing by $[(c)_q/q!]^2$ gives $K(q,q)=(2q+c)h$. For $q=0$ the same expression gives $c\,\Gamma(c)$, which is the direct value.

For $m=q+1$ the term $-s$ with $j=q$ contributes $-\Gamma(c)(c)_{q+1}/q!$. Dividing by $(c)_{q+1}(c)_q/[(q+1)!\,q!]$ gives $-\Gamma(c)(q+1)!/(c)_q=-(q+1)h$.

For $m=q-1$ the term $-t$ with $j=q-1$ contributes $-\Gamma(c)(c)_q/(q-1)!$. Dividing by $(c)_{q-1}(c)_q/[(q-1)!\,q!]$ gives $-\Gamma(c)q!/(c)_{q-1}=-(c+q-1)h$, since $(c)_q=(c)_{q-1}(c+q-1)$. In summary,

$$K(q-1,q)=-(c+q-1)h,\qquad K(q,q)=(2q+c)h,\qquad K(q+1,q)=-(q+1)h. \tag{18}$$

The norm of $u_{nl}$ has the integrand $r^{2l+2}e^{-kr}M(-p,2l+2,kr)^2$. This is $K(p,p)$ with parameter $2l+2$ in place of $c$, and the substitution $x=kr$ supplies $k^{-(2l+3)}=(n/2)^{2l+3}$. The factor $2q+c$ becomes $2p+2l+2=2n$. In $h$, $\Gamma(2l+2)=(2l+1)!$ and $(2l+2)_p=(2l+1+p)!/(2l+1)!=(n+l)!/(2l+1)!$. So

$$1=A_{nl}^2\left(\frac n2\right)^{2l+3}2n\,\frac{[(2l+1)!]^2\,p!}{(n+l)!}.$$

Since $(2/n)^3/(2n)=4/n^4$,

$$A_{nl}=\frac{2}{n^2}\left(\frac2n\right)^{l}\frac{1}{(2l+1)!}\sqrt{\frac{(n+l)!}{p!}},\qquad A_{n',l-1}=\frac{2}{n'^2}\left(\frac2{n'}\right)^{l-1}\frac{1}{(2l-1)!}\sqrt{\frac{(n'+l-1)!}{q!}} . \tag{19}$$

The second follows from the first by $n\to n'$, $l\to l-1$. As a check, $n=1$, $l=0$ gives $u=2re^{-r}$, whose square integrates to $4\cdot2!/2^3=1$.

Q: Then put the pieces together, every factor in view.

A: Insert (11) into (9), use $T_m=A_{n',l-1}J(m,q)$, and take (17) with $\Gamma(c)=(2l-1)!$. The two integrals $J(p,q)$ and $J(p+2,q)$ share the factor $(-1)^q\eta^{p+q}$, and the second has $\eta^2$ in addition:

$$R=A_{nl}A_{n',l-1}\cdot\frac{n^2}{4}\,2l(2l+1)\cdot\frac{2nn'^2}{n^2-n'^2}\cdot(2l-1)!\,\lambda^{-2l}(-1)^q\eta^{p+q}\,\mathcal B, \tag{20}$$

$$\mathcal B=F(-p,-q;2l;z)-\eta^2F(-p-2,-q;2l;z).$$

Take the factorials first. The product $(2l-1)!\,2l\,(2l+1)=(2l+1)!$ cancels the $1/(2l+1)!$ in $A_{nl}$, which leaves $1/(2l-1)!$ from $A_{n',l-1}$ and the two square roots. Next the plain powers of $2$, $n$ and $n'$. From (19) come $4/(n^2n'^2)$ and $2^{2l-1}n^{-l}n'^{\,1-l}$. Now $\frac{4}{n^2n'^2}\cdot\frac{n^2}{4}\cdot2nn'^2=2n$, and $2n\cdot2^{2l-1}n^{-l}n'^{\,1-l}=4^l(nn')^{1-l}$. With $\lambda=(n+n')/(nn')$ we have $\lambda^{-2l}=(nn')^{2l}/(n+n')^{2l}$, so the numerator collects $4^l(nn')^{l+1}=\frac14(4nn')^{l+1}$. Last, the sums and differences. Since $p+q=n+n'-2l-1$,

$$\frac{\eta^{p+q}}{(n-n')(n+n')\,(n+n')^{2l}}=\frac{(n-n')^{n+n'-2l-2}}{(n+n')^{(n+n'-2l-1)+1+2l}}=\frac{(n-n')^{n+n'-2l-2}}{(n+n')^{n+n'}} .$$

The result, for $n\ne n'$, is Gordon's formula:

$$R=\frac{(-1)^{n'-l}}{4\,(2l-1)!}\sqrt{\frac{(n+l)!\,(n'+l-1)!}{(n-l-1)!\,(n'-l)!}}\;\frac{(4nn')^{l+1}(n-n')^{n+n'-2l-2}}{(n+n')^{n+n'}}\;\mathcal B, \tag{21}$$

$$\mathcal B=F\!\left(-p,-q;2l;z\right)-\left(\frac{n-n'}{n+n'}\right)^2F\!\left(-p-2,-q;2l;z\right),\qquad z=-\frac{4nn'}{(n-n')^2}.$$

The statement you were given needs two qualifications. The difference is a weighted one, with $\eta^2$ on the second function, and the case $n=n'$ is excluded. No step used the sign of $n-n'$, so (21) holds for $n<n'$ as well, with $(n-n')^{n+n'-2l-2}$ keeping its sign. The exponent equals $p+q-1$. It is negative only for $p=q=0$, where $n-n'=1$. The overall sign of $R$ belongs to the convention that both $u$ are positive near the origin; reversing the sign of either function reverses $R$.

Q: Give me a case that I can check by hand.

A: Take $q=0$, a nodeless primed state with $n'=l$. Both hypergeometric functions reduce to their first term, $1$, and $\mathcal B=1-\eta^2=4nn'/(n+n')^2$. For $l=n'=1$, the series $np$–$1s$,

$$R=\frac14\sqrt{\frac{(n+1)!}{(n-2)!}}\;\frac{16n^2(n-1)^{n-3}}{(n+1)^{n+1}}\cdot\frac{4n}{(n+1)^2},\qquad R^2=\frac{2^8\,n^7\,(n-1)^{2n-5}}{(n+1)^{2n+5}},$$

where $(n+1)!/(n-2)!=(n+1)n(n-1)$ was used. For $n=2$, $R^2=2^{15}/3^9$. Directly, (19) gives $u_{10}=2re^{-r}$ and $u_{21}=r^2e^{-r/2}/(2\sqrt6)$, so $R=\frac1{\sqrt6}\int r^4e^{-3r/2}dr=\frac{24}{\sqrt6}(\frac23)^5$. Its square is $96\cdot2^{10}/3^{10}=2^{15}/3^9$, in agreement, and $R=1.290266$ bohr. For large $n$, $[(n-1)/(n+1)]^{2n}\to e^{-4}$ and $R^2\to2^8e^{-4}n^{-3}$ at leading order. The power $n^{-3}$ can be read from (19): the $1s$ function confines the integrand to a few bohr, where $u_{n1}$ tends to $A_{n1}$ times a function independent of $n$, and $A_{n1}^2=(16/n^6)(n+1)n(n-1)/36$ falls as $n^{-3}$.

Q: Now the case you set aside. Why not take $n'\to n$ as a limit of (21)?

A: Because the derivation divided by $\Delta$, and $\Delta=0$ for $n=n'$. Equation (10) stays true, but it then says $T_p=T_{p+2}=0$ and gives no information on the $S_m$. Equation (17) agrees. In $\eta^{m+q}F$ the $j$-th term goes as $\eta^{m+q-2j}$ with $j\le\min(m,q)$, so as $\eta\to0$ a term survives only if $m=q$. For $n=n'$ we have $q=p+1$, which differs from both $p$ and $p+2$, so both integrals vanish and (20) has the form $0/0$. One cannot resolve it by letting $n'$ vary continuously at fixed $q$, since (10) was derived for a function $v$ that solves the equation with unit charge, and by (5) that ties $n'$ to the integer $q+l$.

The direct route is short. For $n'=n$, $v=A_{n,l-1}\chi_{q}$ with $q=n-l=p+1$, so the middle overlap is the norm of $v$ and does not vanish. Both scales are $k$, and $S_m=A_{n,l-1}\int r^{2l}e^{-kr}M_mM_q\,dr=A_{n,l-1}k^{-(2l+1)}K(m,q)$ with $c=2l$. By (18),

$$K(q-1,q)-2K(q,q)+K(q+1,q)=-\big[(c+q-1)+2(2q+c)+(q+1)\big]h=-3(2q+c)h=-6n\,h,$$

because $2q+c=2(n-l)+2l=2n$. Here $h=(2l-1)!\,q!/(2l)_q$ and $(2l)_q=(n+l-1)!/(2l-1)!$, so $h=[(2l-1)!]^2(n-l)!/(n+l-1)!$. Equation (9) becomes

$$R=A_{nl}A_{n,l-1}\,\frac{n^2}{4}\,2l(2l+1)\left(\frac n2\right)^{2l+1}(-6n)\,h .$$

The factorials in $l$ cancel completely: $2l(2l+1)[(2l-1)!]^2=(2l+1)!\,(2l-1)!$ against the denominators of (19). The square roots combine with the rest of $h$:

$$\sqrt{\frac{(n+l)!\,(n+l-1)!}{(n-l-1)!\,(n-l)!}}\;\frac{(n-l)!}{(n+l-1)!}=\sqrt{\frac{(n+l)!}{(n+l-1)!}\,\frac{(n-l)!}{(n-l-1)!}}=\sqrt{n^2-l^2}.$$

The powers are $\frac4{n^4}\cdot2^{2l-1}n^{1-2l}\cdot\frac{n^2}4\cdot n^{2l+1}2^{-2l-1}\cdot(-6n)$. The powers of $n$ add to $-4+1-2l+2+2l+1+1=1$, and the numbers give $4\cdot\frac14\cdot2^{-2}\cdot(-6)=-\frac32$. Hence

$$R=-\tfrac32\,n\sqrt{n^2-l^2}\qquad(n=n'). \tag{22}$$

For $2p$–$2s$ this is $-3\sqrt3=-5.196152$ bohr. The sign can be seen in the functions: $u_{21}$ is positive everywhere, while $u_{20}\propto r(1-r/2)e^{-r/2}$ is negative beyond $r=2$, and the integral $\int r^4(1-r/2)e^{-r}dr=4!-5!/2$ is negative. For $l\ll n$ the integral (22) grows as $n^2$, like the size of the orbit.

Formula (21) for $n\ne n'$ and formula (22) for $n=n'$ together give the radial dipole integral for every bound pair $nl$ and $n',l-1$ of hydrogen with a fixed nucleus. What remains is the extension to other ions and a moving nucleus, a worked example with numerical tests, and the use of $R$ in decay rates.
